\section*{Closed Kinetic and Inverse-Distance Matrices in the Orthonormal Laguerre Basis}

\section{Why the integrals need a closed form}

Expanding the radial wave functions of a one-electron atom in Laguerre polynomials times an exponential turns the Schrödinger equation into a matrix problem. If the polynomials are multiplied out and integrated power by power, the matrix elements become sums with alternating signs, and in arithmetic of fixed precision these sums lose their digits as the basis grows.

The diagonal elements of $1/r$ for $l=0$ and unit scale show this. They are
\begin{equation}
\frac{1}{(n+1)(n+2)}\int_0^\infty x\,e^{-x}\big[L_n^{(2)}(x)\big]^2dx .
\label{eq:diag}
\end{equation}
For $n=1$, $L_1^{(2)}=3-x$, and the integral is $9-12+6=3$, so the element is $1/2$. For general $n$ the highest power in $L_n^{(2)}$ is $(-x)^n/n!$, and its square alone contributes
\begin{equation}
\frac{(2n+1)!}{(n!)^2(n+1)(n+2)}\ \ge\ \frac{4^n}{(n+1)(n+2)} .
\label{eq:cancel}
\end{equation}
The bound holds because $4^n$ is the sum of $2n+1$ binomial coefficients, none larger than $(2n)!/(n!)^2$. The element itself will turn out to be $1/2$ for every $n$, so exponentially large terms must cancel. The closed forms below contain no such cancellation.

\section{The basis and three Laguerre identities}

Atomic units are used, with a fixed point nucleus and no relativity. For $l=0,1,2,\dots$ the reduced radial function, $r$ times the radial wave function, is normalized with measure $dr$. The radial kinetic operator, centrifugal term included, is
\begin{equation}
T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.
\label{eq:T}
\end{equation}
With one scale $\lambda>0$ for all functions and $x=\lambda r$, the basis is
\begin{equation}
\varphi_n=\frac{\sqrt\lambda}{g_n}u_n,\quad
u_n=x^{l+1}e^{-x/2}L_n^{(2l+2)}(x),\quad
g_n^2=\frac{(n+2l+2)!}{n!},
\label{eq:basis}
\end{equation}
with $n=0,1,2,\dots$ The polynomials are defined by
\begin{equation}
F_\alpha(x,t)=\sum_{n=0}^\infty L_n^{(\alpha)}(x)t^n
=(1-t)^{-\alpha-1}e^{-xt/(1-t)} .
\label{eq:gen}
\end{equation}

\emph{Orthogonality.} The exponents in $e^{-x}F_\alpha(x,s)F_\alpha(x,t)$ add up to $-x$ times
\[
1+\frac{s}{1-s}+\frac{t}{1-t}=\frac{1-st}{(1-s)(1-t)} .
\]
Integration with weight $x^\alpha$ therefore gives
\begin{equation}
\int_0^\infty x^\alpha e^{-x}F_\alpha(x,s)F_\alpha(x,t)\,dx
=\frac{\alpha!}{(1-st)^{\alpha+1}}
=\sum_n\frac{(n+\alpha)!}{n!}(st)^n .
\label{eq:orth}
\end{equation}
Only equal powers of $s$ and $t$ occur, so polynomials of different degree are orthogonal and the norm integral is $(n+\alpha)!/n!$. For $\alpha=2l+2$ this is $g_n^2$. Since $dr=dx/\lambda$, the $\varphi_n$ are orthonormal.

\emph{Lowering the index.} From (\ref{eq:gen}), $F_{\alpha+1}=F_\alpha/(1-t)$. Multiplication by $1+t+t^2+\cdots$ produces partial sums:
\begin{equation}
L_n^{(\alpha+1)}=\sum_{k=0}^nL_k^{(\alpha)} .
\label{eq:sum}
\end{equation}

\emph{Differential equation.} Differentiating (\ref{eq:gen}) gives
\[
\partial_xF_\alpha=-\frac{t}{1-t}F_\alpha,\qquad
\partial_tF_\alpha=\Big[\frac{\alpha+1}{1-t}-\frac{x}{(1-t)^2}\Big]F_\alpha .
\]
In $x\partial_x^2F_\alpha+(\alpha+1-x)\partial_xF_\alpha+t\partial_tF_\alpha$ the terms with $\alpha+1$ cancel, and the rest is proportional to $t^2+t(1-t)-t=0$. The coefficient of $t^k$ is Laguerre's equation,
\begin{equation}
xy''+(\alpha+1-x)y'+ky=0,\qquad y=L_k^{(\alpha)} .
\label{eq:ode}
\end{equation}

\section{The matrix of $1/r$}

The factor $1/r$ lowers the weight to $x^{2l+1}e^{-x}$, for which polynomials of index $2l+2$ are not orthogonal. Polynomials of index $2l+1$ are. This suggests the Sturmian functions
\begin{equation}
S_k=x^{l+1}e^{-x/2}L_k^{(2l+1)}(x),\qquad u_n=\sum_{k=0}^nS_k,
\label{eq:sturm}
\end{equation}
where the second relation is (\ref{eq:sum}). By (\ref{eq:orth}) with $\alpha=2l+1$,
\begin{equation}
\int_0^\infty S_jS_k\frac{dx}{x}=w_k\delta_{jk},\qquad
w_k=\frac{(k+2l+1)!}{k!}.
\label{eq:w}
\end{equation}

Let $a=\min(m,n)$ and $b=\max(m,n)$. Inserting $1/r=\lambda/x$ and $dr=dx/\lambda$ gives
\begin{equation}
\langle m|\tfrac1r|n\rangle
=\frac{\lambda}{g_mg_n}\sum_{j=0}^m\sum_{k=0}^n\int_0^\infty S_jS_k\frac{dx}{x}
=\frac{\lambda}{g_ag_b}\sum_{k=0}^aw_k .
\label{eq:Vsum}
\end{equation}
The double sum stops at the smaller index because a term survives only if $j=k$, and $k$ must then lie in both ranges.

The definitions of $g_k$ and $w_k$ imply
\begin{equation}
g_k^2=(k+2l+2)w_k,\qquad g_{k-1}^2=k\,w_k ,
\label{eq:gw}
\end{equation}
with $g_{-1}^2=0$. Hence $g_k^2-g_{k-1}^2=(2l+2)w_k$. Summation from $0$ to $a$ telescopes to $\sum_{k\le a}w_k=g_a^2/(2l+2)$, and (\ref{eq:Vsum}) becomes
\begin{equation}
\boxed{\ \langle m|\tfrac1r|n\rangle=\frac{\lambda}{2l+2}\,\frac{g_a}{g_b}\ }
\label{eq:V}
\end{equation}
The matrix is full, and every element is positive. The normalized element contains both indices; the product $g_mg_n\langle m|1/r|n\rangle$ depends on the smaller one alone.

All diagonal elements equal $\lambda/(2l+2)$. The mean inverse distance is thus the same for every basis function of given $l$ and $\lambda$, whatever its $n$. Far from the diagonal, with $a$ fixed, $g_b\simeq b^{\,l+1}$, so the elements fall as the power $b^{-(l+1)}$. In the other limit, $l\to\infty$ at fixed $a<b$, the ratio
\[
\frac{g_a}{g_b}=\left[\frac{b!}{a!}\,\frac{(a+2l+2)!}{(b+2l+2)!}\right]^{1/2}
\]
falls as $(2l)^{-(b-a)/2}$, and a matrix of fixed size becomes nearly diagonal relative to its diagonal elements. The approach is slow, since the ratio of the elements next to the diagonal to the diagonal ones falls only as $l^{-1/2}$; the elements themselves, which carry the factor $\lambda/(2l+2)$, fall as $l^{-3/2}$ at fixed $\lambda$.

\section{The kinetic matrix}

Write $S_k=qy$ with $q=x^{l+1}e^{-x/2}$ and $y=L_k^{(2l+1)}$. Then $q'/q=(l+1)/x-1/2$, and
\begin{equation}
\frac{q''}{q}=\Big(\frac{q'}{q}\Big)^2+\Big(\frac{q'}{q}\Big)'
=\frac{l(l+1)}{x^2}-\frac{l+1}{x}+\frac14 .
\end{equation}
The first term cancels the centrifugal term:
\begin{equation}
S_k''-\frac{l(l+1)}{x^2}S_k
=q\Big[y''+\Big(\frac{2l+2}{x}-1\Big)y'+\Big(\frac14-\frac{l+1}{x}\Big)y\Big].
\end{equation}
By (\ref{eq:ode}) with $\alpha=2l+1$, the two derivative terms in the bracket equal $-ky/x$. Since $d^2/dr^2=\lambda^2d^2/dx^2$, multiplication by $-\lambda^2/2$ yields
\begin{equation}
\Big(T+\frac{\lambda^2}{8}\Big)S_k=\frac{\lambda^2(k+l+1)}{2x}S_k
=\frac{\lambda(k+l+1)}{2r}S_k .
\label{eq:sturmeq}
\end{equation}
Each Sturmian solves a Coulomb problem at the common energy $-\lambda^2/8$, with a charge that depends on $k$. The shifted kinetic operator therefore acts on it as a multiple of $1/r$, and the weighted orthogonality (\ref{eq:w}) applies again:
\begin{equation}
\Big\langle m\Big|T+\frac{\lambda^2}{8}\Big|n\Big\rangle
=\frac{\lambda^2}{2g_ag_b}\sum_{k=0}^a(k+l+1)w_k .
\label{eq:Tsum}
\end{equation}

This sum telescopes as well. With (\ref{eq:gw}),
\begin{align}
&(2k+2l+3)g_k^2-(2k+2l+1)g_{k-1}^2\nonumber\\
&\quad=w_k\big[(k+2l+2)(2k+2l+3)-k(2k+2l+1)\big]\nonumber\\
&\quad=w_k\big[(4l+6)k+(2l+2)(2l+3)\big]\nonumber\\
&\quad=2(2l+3)(k+l+1)w_k .
\end{align}
Summing from $0$ to $a$ gives
\begin{equation}
\sum_{k=0}^a(k+l+1)w_k=\frac{2a+2l+3}{2(2l+3)}\,g_a^2 .
\end{equation}
Inserting this in (\ref{eq:Tsum}) and moving the shift to the right, where orthonormality makes it a multiple of the unit matrix, gives
\begin{equation}
\boxed{\ \langle m|T|n\rangle=-\frac{\lambda^2}{8}\delta_{mn}
+\frac{\lambda^2}{4}\,\frac{2a+2l+3}{2l+3}\,\frac{g_a}{g_b}\ }
\label{eq:Tmat}
\end{equation}
Here the dependence on the smaller index alone belongs to $g_mg_n\langle m|T+\lambda^2/8|n\rangle$.

The same elements follow from the symmetric form $\frac12\int[\varphi_m'\varphi_n'+l(l+1)\varphi_m\varphi_n/r^2]\,dr$. The boundary term $\varphi_m\varphi_n'$ behaves as $r^{2l+1}$ at the origin and decays exponentially at large $r$, so it vanishes at both ends. Quadrature of this form and of the $1/r$ integral, for $l=0$ to $3$, eight functions and $\lambda=1.7$ bohr$^{-1}$, agrees with (\ref{eq:V}) and (\ref{eq:Tmat}) to $9.2\times10^{-12}$ atomic units.

A calculation with the single function $\varphi_0$ checks the elements with $m=n=0$ for every $l$. For nuclear charge $Z$ the energy is $\lambda^2/8-Z\lambda/(2l+2)$. It is lowest at $\lambda=2Z/(l+1)$, where it equals $-Z^2/[2(l+1)^2]$, the lowest hydrogenic energy of that $l$.

\section{Full matrices with tridiagonal inverses}

Keep $N$ functions. Let $C$ be the lower triangular matrix with $C_{nk}=1$ for $k\le n$, and let $G$ and $W$ be diagonal with elements $g_n$ and $w_k$. Equation (\ref{eq:Vsum}) then reads
\begin{equation}
V=\lambda\,G^{-1}CWC^{\mathsf T}G^{-1},
\label{eq:fact}
\end{equation}
where $V$ is the matrix of $1/r$. By (\ref{eq:Tsum}), the matrix of $T+\lambda^2/8$ has the same form, with $\lambda w_k$ replaced by $\lambda^2(k+l+1)w_k/2$. Both are positive definite. Multiplication by $C$ forms running sums, so either matrix can be applied to a vector in a number of operations proportional to $N$, although all its elements are nonzero.

The inverse of $C$ has $1$ on the diagonal and $-1$ just below it, so both inverses are tridiagonal. For $V$, relation (\ref{eq:gw}) gives
\begin{align}
(V^{-1})_{n,n+1}&=-\frac{g_ng_{n+1}}{\lambda w_{n+1}}
=-\frac{\sqrt{(n+1)(n+2l+3)}}{\lambda},\label{eq:off}\\
(V^{-1})_{nn}&=\frac{g_n^2}{\lambda}\Big(\frac1{w_n}+\frac1{w_{n+1}}\Big)
=\frac{2n+2l+3}{\lambda}\quad(n<N-1).\label{eq:on}
\end{align}
In the last diagonal element the term with $w_{n+1}$ is missing, which leaves $(N+2l+1)/\lambda$.

These can be compared with the matrix of $r$. The derivative $\partial_tF_\alpha$ found above, multiplied by $(1-t)^2$, gives at order $t^n$
\begin{equation}
xL_n^{(\alpha)}=-(n+1)L_{n+1}^{(\alpha)}+(2n+\alpha+1)L_n^{(\alpha)}-(n+\alpha)L_{n-1}^{(\alpha)} .
\end{equation}
For $\alpha=2l+2$ the matrix of $r$ has the elements (\ref{eq:off}) and (\ref{eq:on}) for all $n$, including the last. The inverse of the truncated $1/r$ matrix thus equals the truncated matrix of $r$, except that its last diagonal element is lower by $N/\lambda$. The cause is that $r\varphi_{N-1}$ has a component on $\varphi_N$, which the truncated product leaves out. Replacing $V^{-1}$ by the matrix of $r$ is therefore wrong in a finite basis.

\section{Which bound states are exact}

For $H=T-Z/r$ and principal quantum number $\nu$, choose $\lambda=2Z/\nu$. With $k=\nu-l-1$ the right side of (\ref{eq:sturmeq}) is $(Z/r)S_k$, so
\begin{equation}
HS_{\nu-l-1}=-\frac{\lambda^2}{8}S_{\nu-l-1}=-\frac{Z^2}{2\nu^2}S_{\nu-l-1}.
\label{eq:exact}
\end{equation}
By (\ref{eq:sturm}), $S_k=u_k-u_{k-1}$ for $k\ge1$ and $S_0=u_0$. The state lies in the basis as soon as $N\ge\nu-l$, and its energy is then an eigenvalue of the truncated matrix. For $k\ge1$ its coefficients on $\varphi_{k-1}$ and $\varphi_k$ are in the ratio $-g_{k-1}:g_k$.

A bound state whose exponent $Z/\nu'$ differs from $\lambda/2$ is approximated variationally. For the ground state with $l=0$, $Z=\lambda=1$, $\psi=2re^{-r}$, the coefficients follow from (\ref{eq:gen}):
\begin{equation}
\sum_n t^n\int_0^\infty x^2e^{-3x/2}L_n^{(2)}dx
=\frac{2}{(3/2-t/2)^3},
\qquad
\langle\varphi_n|\psi\rangle=\frac{16}{27}\,g_n\,3^{-n}.
\label{eq:coef}
\end{equation}
Cut this expansion after $N$ terms and call the remainder $\delta$. Since $(H-E)\psi=0$, the energy of the truncated function exceeds $E=-1/2$ by $\langle\delta|H-E|\delta\rangle/(1-\langle\delta|\delta\rangle)$. The attraction lowers the numerator, the elements (\ref{eq:Tmat}) grow at most linearly with the smaller index, and $g_N$ grows as $N$. The error of the lowest eigenvalue is therefore bounded by a constant times $N^3\,9^{-N}$.

\section{Worked example: $Z=1$, $l=0$, $\lambda=1$ bohr$^{-1}$}

Here $g_n^2=2,6,12,20$ for $n=0$ to $3$. Typical elements are
\begin{align}
\langle0|\tfrac1r|1\rangle&=\tfrac12\sqrt{2/6}=0.288675\ \text{bohr}^{-1},\\
\langle0|T|1\rangle&=\tfrac14\sqrt{2/6}=0.144338\ \text{hartree},\\
\langle1|T|1\rangle&=-\tfrac18+\tfrac14\cdot\tfrac53=0.291667\ \text{hartree}.
\end{align}
With two functions the Hamiltonian matrix, in hartree, is
\begin{equation}
H=\begin{pmatrix}-0.375000&-0.144338\\-0.144338&-0.208333\end{pmatrix}.
\end{equation}
Its trace is $-0.583333$ and its determinant $0.078125-0.020833=0.057292$, so the eigenvalues are $-0.458333$ and $-0.125000$ hartree. The second is the exact 2s energy of this model, as (\ref{eq:exact}) requires for $\nu=2$. Its vector is $(-\sqrt2,\sqrt6)/\sqrt8=(-0.5000,0.8660)$. In eV the 2s energy is $-3.401$.

The 1s value, $-12.472$ eV, lies above the exact one by $0.0417$ hartree, or 8\% of the exact binding energy. The 1s function decays as $e^{-r}$, the basis functions as $e^{-r/2}$ times polynomials, and more polynomials are needed to make up the difference. The error is $2.15\times10^{-3}$ hartree at $N=4$, $1.27\times10^{-6}$ at $N=8$ and $2.42\times10^{-8}$ at $N=10$, where the energy is $-13.606$ eV. From $N=8$ to $10$ it falls by a factor between 52 and 53. This is less than the factor 81 that $9^{-N}$ alone would give. The bound of the previous section limits the size of the error; it does not fix its ratio between two values of $N$. From $N=2$ on, the 2s energy stays at $-0.125$ hartree.

The off-diagonal elements of $H$ change sign within the $4\times4$ matrix. Subtracting (\ref{eq:V}) from (\ref{eq:Tmat}) gives, for $a<b$ and these parameters,
\begin{equation}
\langle a|H|b\rangle=\frac{2a-3}{12}\,\frac{g_a}{g_b},
\end{equation}
which is negative for $a=0,1$ and positive from $a=2$ on. For $a=2$, $b=3$ it is $\frac1{12}\sqrt{12/20}=0.064550$ hartree.

The inverse of the $4\times4$ matrix of $1/r$ has the diagonal $3,5,7,5$ bohr, while that of $r$ has $3,5,7,9$ bohr. The last elements differ by $N/\lambda=4$ bohr. The full matrices are in the numerical output.

\section{Range of validity}

Both formulas require the same $\lambda$ and the same $l$ in the two functions; with two scales the exponentials still combine to a single one, at the mean scale, but the two polynomials have different arguments and (\ref{eq:orth}) no longer applies. The kinetic matrix does not depend on the potential and can be kept for an $r$-dependent screening of the charge or an extended nucleus. The potential matrix must then be computed anew, and the exact states of (\ref{eq:exact}) are lost, since they rest on a pure $1/r$ attraction.

The functions $u_0,\dots,u_{N-1}$ and $S_0,\dots,S_{N-1}$ span the same space, because $C$ is invertible. At equal $N$ and $\lambda$ both sets give the same variational energies. The Sturmians make $1/r$ diagonal but are not orthogonal with measure $dr$, so they lead to a generalized eigenvalue problem. Index $2l+2$ gives an ordinary one, with full matrices whose elements are (\ref{eq:V}) and (\ref{eq:Tmat}).

\section*{Computed values}
\begin{verbatim}
Largest deviation, formulas vs quadrature: 9.2e-12
  (l = 0..3, N = 8, lam = 1.7 bohr^-1, atomic units)
Example: Z = 1, l = 0, lam = 1.0 bohr^-1
g_n^2, n = 0..3 (pure number): [2, 6, 12, 20]
Matrix of 1/r (bohr^-1):
    0.500000   0.288675   0.204124   0.158114
    0.288675   0.500000   0.353553   0.273861
    0.204124   0.353553   0.500000   0.387298
    0.158114   0.273861   0.387298   0.500000
Matrix of T (hartree):
    0.125000   0.144338   0.102062   0.079057
    0.144338   0.291667   0.294628   0.228218
    0.102062   0.294628   0.458333   0.451848
    0.079057   0.228218   0.451848   0.625000
Matrix of H = T - Z/r (hartree):
   -0.375000  -0.144338  -0.102062  -0.079057
   -0.144338  -0.208333  -0.058926  -0.045644
   -0.102062  -0.058926  -0.041667   0.064550
   -0.079057  -0.045644   0.064550   0.125000
Inverse of the 4x4 matrix of 1/r (bohr):
    3.000000  -1.732051  -0.000000   0.000000
   -1.732051   5.000000  -2.828427  -0.000000
   -0.000000  -2.828427   7.000000  -3.872983
    0.000000  -0.000000  -3.872983   5.000000
Matrix of r by quadrature (bohr):
    3.000000  -1.732051   0.000000   0.000000
   -1.732051   5.000000  -2.828427   0.000000
    0.000000  -2.828427   7.000000  -3.872983
    0.000000   0.000000  -3.872983   9.000000
N = 2 eigenvalues (hartree): -0.45833333 -0.12500000
2s vector for N = 2: -0.500000 0.866025
N, E(1s) (hartree), E(1s) minus exact (hartree), E(2s) (hartree)
  1 -0.3750000000 1.25e-01 ---
  2 -0.4583333333 4.17e-02 -0.1250000000
  3 -0.4893567769 1.06e-02 -0.1250000000
  4 -0.4978498864 2.15e-03 -0.1250000000
  6 -0.4999408950 5.91e-05 -0.1250000000
  8 -0.4999987271 1.27e-06 -0.1250000000
 10 -0.4999999758 2.42e-08 -0.1250000000
E(1s), N = 2: -12.47189 eV
E(1s), N = 10: -13.60569 eV
E(2s), N = 2: -3.40142 eV
\end{verbatim}
